# Square-Root-Time Displacement of a Tagged Particle in a Hard-Core Lattice Gas

Particles occupy the sites $x=\dots,-1,0,1,\dots$ of an infinite line with spacing $a$, at most one per site. Each particle attempts a hop to its left neighbour at rate $\Gamma$ and to its right neighbour at rate $\Gamma$; a hop onto an occupied site is refused. There is no other interaction. An isolated particle would have mean-square displacement $2\Gamma a^2t=2Dt$, so $D=\Gamma a^2$.

At time zero each site is occupied independently with probability $\rho$, $0<\rho<1$, except that site 0 certainly holds a particle, which is tagged. Its displacement in sites after time $t$ is $X$. Averages $\langle\cdot\rangle$ run over both the hops and the initial arrangement unless stated otherwise. The task is to find $\langle X^2\rangle$ at long times. Particles cannot pass, so the tagged one advances only as far as the others make room. The route is therefore to find first how many particles cross a fixed point, and then how far the tagged particle must have moved.

## (a) Replace the blocked hops by free walks

**Show that the occupations can be generated by labels that each perform a free walk, and that independent occupation is stationary.**

**Solution.** Let $\eta_t(x)=1$ if site $x$ is occupied at time $t$, and 0 otherwise. Give every site a label, whether the site is full or empty. On every bond $(x,x+1)$, independently and at rate $\Gamma$, exchange the labels together with the contents they carry.

If the contents are (full, empty), the exchange moves a particle right at rate $\Gamma$; (empty, full) moves one left at rate $\Gamma$. If both are full or both empty, nothing visible happens. These are the rates of the hard-core gas, so $\eta_t$ has the required dynamics. A single label moves at every event on its two bonds, whatever its neighbour carries. It performs a free symmetric walk with rate $\Gamma$ each way; call its displacement $Y$.

The construction is safe on an infinite line. By time $t$ a given bond has had no event with probability $e^{-\Gamma t}>0$, so unused bonds cut the line into finite blocks, and in each block the labels are merely permuted.

The label paths are chosen without looking at the contents. If the initial contents are independent with probability $\rho$, any permutation leaves them so. Independent occupation is thus stationary.

The tagged particle is not a label. When two particles exchange labels, the tagged particle stays where it is, because the real hop was refused. This is why its motion differs from $Y$.

## (b) The current through a fixed bond

**Let $Q$ be the net number of particles that cross the bond $(0,1)$ from left to right. For independent occupation of all sites, including the origin, express $\langle Q^2\rangle$ through $\langle|Y|\rangle$.**

**Solution.** Only labels that end on the other side matter:
$$Q=\sum_{y\le0}\eta_0(y)\,\mathbf 1[y\to{>}0]-\sum_{y>0}\eta_0(y)\,\mathbf 1[y\to{\le}0],$$
where $\mathbf 1[\cdot]$ is 1 if the label starting at $y$ ends as indicated, and 0 otherwise.

Fix the paths. Within the finite block around the bond the labels are permuted, so as many labels go from left to right as from right to left; call this number $K$. Then $Q$ is a sum of $K$ independent occupations minus a sum of $K$ others. Its mean is $K\rho-K\rho=0$. Each occupation has variance $\rho(1-\rho)$, and variances add whatever the sign, so
$$\langle Q^2\,|\,\text{paths}\rangle=2K\rho(1-\rho).$$

For the mean of $K$, put $m=-y$:
$$\langle K\rangle=\sum_{y\le0}P(y+Y>0)=\sum_{m\ge0}P(Y>m)=\sum_{m\ge0}\sum_{n>m}P(Y=n)=\sum_{n\ge1}nP(Y=n).$$
The last step holds because each $n\ge1$ is counted for $m=0,\dots,n-1$. By symmetry the last sum is $\langle|Y|\rangle/2$. Hence, at every time,
$$\boxed{\langle Q^2\rangle=\rho(1-\rho)\,\langle|Y|\rangle.}$$

This was tested by evolving all $2^{12}$ configurations of a twelve-site chain at $\rho=0.3$ and $\Gamma t=0.5$, a time too short for the ends to matter. The current variance through the middle bond and the formula both give 0.141471.

## (c) The free walk

**Evaluate $\langle|Y|\rangle$ and its long-time form.**

**Solution.** Let $p_n=P(Y=n)$, so that $\dot p_n=\Gamma(p_{n+1}+p_{n-1}-2p_n)$. Multiply by $|n|$, sum, and shift the summation index:
$$\frac{d\langle|Y|\rangle}{dt}=\Gamma\sum_n p_n\big(|n+1|+|n-1|-2|n|\big)=2\Gamma p_0,$$
since the bracket vanishes except at $n=0$, where it equals 2.

The Fourier sum $\sum_np_ne^{ikn}$ obeys $\dot f=-2\Gamma(1-\cos k)f$ with $f(0)=1$. With $z=2\Gamma t$,
$$p_0=\frac1{2\pi}\int_{-\pi}^{\pi}e^{-z(1-\cos k)}dk=e^{-z}I_0(z),\qquad I_n(z)=\frac1\pi\int_0^\pi e^{z\cos\theta}\cos n\theta\,d\theta .$$
Thus $d\langle|Y|\rangle/dz=e^{-z}I_0$. The solution that vanishes at $z=0$ is
$$\langle|Y|\rangle=z\,e^{-z}\,[I_0(z)+I_1(z)].$$
To verify it, note that $I_0'=I_1$ follows by differentiating the integral. For $I_1'$ write $\cos^2\theta=1-\sin^2\theta$ and integrate the second term by parts, which gives $I_1'=I_0-I_1/z$. The derivative of the proposed solution is then
$$e^{-z}\big[I_0+I_1-zI_0-zI_1+zI_1+zI_0-I_1\big]=e^{-z}I_0 .$$

For large $z$ the integrals come from small $\theta$, where $1-\cos\theta\simeq\theta^2/2$ and $\cos n\theta\simeq1$:
$$e^{-z}I_n\simeq\frac1\pi\int_0^\infty e^{-z\theta^2/2}d\theta=\frac1{\sqrt{2\pi z}} .$$
Therefore
$$\langle|Y|\rangle\simeq\frac{2z}{\sqrt{2\pi z}}=\sqrt{\frac{2z}{\pi}}=\sqrt{\frac{4\Gamma t}{\pi}} .$$
The typical current grows as $t^{1/4}$, the square root of the number of sites over which labels have mixed.

## (d) Use the order of the particles

**Restore the tagged particle at the origin, and relate $X$ to $Q$.**

**Solution.** Keep the paths and all other contents, and fill site 0 if it was empty. One more label now carries a particle. It adds 1 to $Q$ if it ends at $x>0$, and nothing otherwise. So $Q$ changes by at most 1. With the root-mean-square norm $\|A\|=\sqrt{\langle A^2\rangle}$, the triangle inequality shows that $\|Q\|$ also changes by at most 1, which is negligible beside $t^{1/4}$. From here on, $Q$ refers to the system with the origin filled.

Consider the finite block containing site 0. The tagged particle cannot leave it, and the number $R$ of block particles to its right is conserved. Initially these are the particles at $x>0$. At time $t$ there are $R+Q$ particles at $x>0$ and $R$ at $x>X$. If $X>0$, the difference is the number on sites $1,\dots,X$. If $X\le0$, the $R$ particles beyond $X$ consist of those on $X+1,\dots,0$ and the $R+Q$ at $x>0$. Hence
$$Q=\sum_{x=1}^{X}\eta_t(x)\quad(X>0),\qquad Q=-\sum_{x=X+1}^{0}\eta_t(x)\quad(X\le0).$$
An empty sum is zero. If the bond $(0,1)$ was never used, the block ends at site 0, $R=Q=0$, and the second form still holds.

## (e) From the current to the displacement

**Show that $Q$ may be replaced by $\rho X$ at long times, and obtain $\langle X^2\rangle$.**

**Solution.** Define the excess number of particles between the origin and $n$ by
$$M_n=\sum_{x=1}^{n}[\eta_t(x)-\rho]\ (n>0),\qquad M_0=0,\qquad M_n=-\sum_{x=n+1}^{0}[\eta_t(x)-\rho]\ (n<0).$$
Part (d) then reads $Q=\rho X+M_X$ for either sign of $X$. One may not average $M_X$ as if $X$ were a fixed number, because $X$ depends on the same occupations. A bound valid for all $n$ at once avoids this. For any $\varepsilon>0$ let
$$C_\varepsilon=\sup_n\big(|M_n|-\varepsilon|n|\big)\ge0,\qquad\text{so that}\qquad |Q-\rho X|\le\varepsilon|X|+C_\varepsilon .$$

It remains to bound $\langle C_\varepsilon^2\rangle$ independently of time. Take first independent occupation. The function $g(\lambda)=\ln\langle e^{\lambda(\eta-\rho)}\rangle$ has $g(0)=g'(0)=0$, and $g''$ is the variance of a variable with values 0 and 1, at most $1/4$. So $g\le\lambda^2/8$, and for $n>0$
$$P(M_n>u)\le e^{-\lambda u}\langle e^{\lambda M_n}\rangle\le e^{-\lambda u+n\lambda^2/8}=e^{-2u^2/n}\quad\text{at }\lambda=4u/n .$$
The same holds for $-M_n$ and, with $|n|$, for negative $n$. Put $u=\varepsilon|n|+s$, for which $u^2/|n|\ge\varepsilon^2|n|+2\varepsilon s$. Adding the two signs of $M_n$ and the two signs of $n$,
$$P(C_\varepsilon>s)\le4e^{-4\varepsilon s}\sum_{n\ge1}e^{-2\varepsilon^2n}=\frac{4e^{-4\varepsilon s}}{e^{2\varepsilon^2}-1}.$$
Requiring a particle at the initial origin, an event of probability $\rho$, can raise a probability by at most the factor $1/\rho$. Since $\langle C_\varepsilon^2\rangle=\int_0^\infty2s\,P(C_\varepsilon>s)\,ds$ and $\int_0^\infty2s\,e^{-4\varepsilon s}ds=1/(8\varepsilon^2)$,
$$\langle C_\varepsilon^2\rangle\le\frac{1}{2\rho\,\varepsilon^2(e^{2\varepsilon^2}-1)}\equiv c^2 ,$$
which does not depend on time.

Also $\|X\|$ is finite, because $|X|$ cannot exceed the number of events on bonds next to the tagged particle. The triangle inequality gives $\|Q-\rho X\|\le\varepsilon\|X\|+c$, and so, for $\varepsilon<\rho$,
$$(\rho-\varepsilon)\|X\|\le\|Q\|+c,\qquad(\rho+\varepsilon)\|X\|\ge\|Q\|-c .$$
Divide by $t^{1/4}$, let $t\to\infty$ at fixed $\varepsilon$ so that $c$ drops out, and then let $\varepsilon\to0$. The two bounds meet: $\langle X^2\rangle\simeq\langle Q^2\rangle/\rho^2$. With (b) and (c), and lengths restored,
$$\boxed{a^2\langle X^2\rangle\simeq a^2\,\frac{1-\rho}{\rho}\sqrt{\frac{4\Gamma t}{\pi}}=2a\,\frac{1-\rho}{\rho}\sqrt{\frac{Dt}{\pi}} .}$$

The factor $1-\rho$ comes from the occupation variance $\rho(1-\rho)$; one power of $\rho$ is left below after division by $\rho^2$. Their ratio is the number of vacancies per particle.

Simulations on rings of 120 sites with a fixed number of particles, with 4000 copies and every particle serving as a tagged one, test the law at $\Gamma t=16$ and 64. The slope of $\langle X^2\rangle$ against $\sqrt{\Gamma t}$ between these times is 1.702, 0.748 and 0.126 at $\rho=0.4$, 0.6 and 0.9; the law gives 1.693, 0.752 and 0.125. The value at $\Gamma t=64$ itself is 0.962, 0.982 and 0.997 of the law, so the approach is slowest at the lowest of these densities. The ratio $\langle(Q-\rho X)^2\rangle/\langle(\rho X)^2\rangle$ falls from 0.467 to 0.318 at $\rho=0.4$. Sampling scatter and the finite ring leave the slopes uncertain by about 1% and this ratio by about 5%. The replacement of $Q$ by $\rho X$ thus becomes accurate slowly, even though the mean square is already close to its limit.

## (f) Early times and dilute limits

**Find the early law and the time at which it meets the late one.**

**Solution.** For $\Gamma t\ll1$ at most one hop matters. Each neighbour is empty with probability $1-\rho$, so
$$\langle X^2\rangle\simeq2(1-\rho)\Gamma t .$$
Equating the two laws,
$$2(1-\rho)\Gamma t=\frac{1-\rho}{\rho}\,\frac{2\sqrt{\Gamma t}}{\sqrt\pi}\quad\Rightarrow\quad\sqrt{\Gamma t}=\frac1{\rho\sqrt\pi}\quad\Rightarrow\quad\Gamma t=\frac1{\pi\rho^2}.$$
This is a scale, not a sharp transition. As $\rho\to0$ it moves to infinity: a particle diffuses almost freely while the distance it has explored is much smaller than the distance $\sim1/\rho$ to its neighbours. The divergence of the late prefactor at small $\rho$ is therefore never seen at fixed time. As $\rho\to1$ the prefactor vanishes in proportion to the vacancy fraction, because the tagged particle shifts only when a vacancy passes.

## (g) One fixed initial arrangement

**Suppose the scatter of $X$ about its mean is taken over the hops for a given arrangement, and its variance is then averaged over arrangements. How does the prefactor change?**

**Solution.** The total variance of $Q$ is the average variance at fixed arrangement plus the variance of the conditional mean. Return to independent occupation of all sites, which alters $Q$ by at most 1. The conditional mean is
$$\langle Q|\eta_0\rangle=\sum_{y\le0}\eta_0(y)P(Y>-y)-\sum_{y>0}\eta_0(y)P(Y\le-y).$$
By symmetry $P(Y\le-y)=P(Y>y-1)$, so both sums contain the same weights $P(Y>m)$, $m\ge0$. The variance of this mean is $2\rho(1-\rho)\sum_{m\ge0}P(Y>m)^2$.

At long times $Y$ is Gaussian with variance $\sigma^2=2\Gamma t$, and the sum tends to $\sigma\int_0^\infty F^2du$. Here $\varphi(u)=e^{-u^2/2}/\sqrt{2\pi}$ and $F(u)=\int_u^\infty\varphi$. Use $F'=-\varphi$ and $u\varphi=-\varphi'$, integrating by parts twice:
$$\int_0^\infty F^2du=2\int_0^\infty u\varphi F\,du=2\Big[\frac{\varphi(0)}2-\int_0^\infty\varphi^2du\Big]=\frac1{\sqrt{2\pi}}-\frac1{2\sqrt\pi}.$$
Since $\langle|Y|\rangle\simeq\sigma\sqrt{2/\pi}$, what remains of the variance is
$$\rho(1-\rho)\,\sigma\Big[\sqrt{\tfrac2\pi}-2\Big(\tfrac1{\sqrt{2\pi}}-\tfrac1{2\sqrt\pi}\Big)\Big]=\rho(1-\rho)\frac{\sigma}{\sqrt\pi},$$
a fraction $1/\sqrt2$ of the total. By (e), $X$ and $Q/\rho$ differ by less than order $t^{1/4}$ in norm. Subtracting conditional means cannot increase that norm, so the tagged particle acquires the same factor $1/\sqrt2$. The missing part is the displacement already determined by initial density fluctuations.

## (h) A marked ion in a nearly full channel

**Lithium iron phosphate conducts lithium mainly along one-dimensional channels. Take rough values for a lithium-rich crystal: $a=0.3$ nm, hop barrier 0.30 eV, attempt frequency $10^{13}$ Hz, vacancy fraction $1-\rho=0.04$, temperature 300 K. How far does a marked ion move in 100 µs, and what limits the estimate?**

**Solution.** The hop rate is $\Gamma=10^{13}\,\text{Hz}\times e^{-0.30\,\mathrm{eV}/k_BT}=9.1\times10^7$ s$^{-1}$, so $D=\Gamma a^2=8.2\times10^{-8}$ cm$^2$/s and $\Gamma t=9125$. The laws of (f) meet at 3.8 ns, far earlier than 100 µs. With $\sqrt{4\Gamma t/\pi}=107.8$ and $(1-\rho)/\rho=0.0417$,
$$a^2\langle X^2\rangle=(0.3\ \mathrm{nm})^2\times0.0417\times107.8=0.40\ \mathrm{nm}^2,$$
a root-mean-square displacement of 0.64 nm, about two sites. A free particle with the same $\Gamma$ would have 1640 nm$^2$, or 41 nm. The variance about the mean displacement at fixed arrangement, averaged over arrangements as in part (g), is 0.29 nm$^2$; the rest of the 0.40 nm$^2$ comes from the differing mean displacements of different arrangements.

These are model values, not measurements. Real crystals depart from the model in several ways.

*Blocked channels.* Defects such as iron on lithium sites can close a channel. For a closed 300 nm segment ($N=1000$ sites), the current variance at its middle equals the open-line value to five decimals at 100 µs. At 10 ms it is 0.464 of that value. By then the labels are fully mixed: half of the $N/2$ labels on each side have changed sides, so $2\langle K\rangle=N/2=500$, against $\langle|Y|\rangle\simeq1078$ on an open line. The square-root growth has ended. Shorter segments reach this stage sooner. With 100 sites (30 nm) the labels are fully mixed already at 100 µs, and the ratio is $50/107.8=0.464$; with 50 sites it is $25/107.8=0.23$. These ratios hold at the middle of a segment. Nearer a closed end fewer labels can change sides, so an ion there moves less on average.

*Exchange between channels.* Suppose that defects open paths between channels, with a crossing barrier of 0.65 eV and two exits from each site. A vacancy then leaves its channel within 100 µs with probability $1-e^{-2\times120.4\times10^{-4}}=0.024$. At times of several milliseconds most vacancies have left, particle number in a channel is no longer conserved, and the derivation fails. This time depends exponentially on the assumed barrier: at 0.80 eV only 0.4% of the vacancies would have left after 5 ms.

*Repulsion.* Let neighbouring ions repel with energy $w=0.03$ eV, and set $q=e^{-w/k_BT}$. If density fluctuations still spread diffusively, $\rho(1-\rho)$ in (b) is replaced by the equilibrium variance per site $\chi$. For a chain with activity $\zeta$ the transfer matrix has diagonal elements $1,\zeta q$ and off-diagonal elements $\sqrt\zeta$. The squared components of its leading eigenvector are the probabilities of an empty and a full site, so with $h=\ln(\zeta q)$ and $s=\sinh(h/2)$
$$2\rho-1=\frac{\zeta q-1}{\sqrt{(\zeta q-1)^2+4\zeta}}=\frac{s}{\sqrt{s^2+1/q}} .$$
Differentiating with respect to $h$ and eliminating $s$ gives
$$\chi=\frac{d\rho}{dh}=\rho(1-\rho)\sqrt{1-4\rho(1-\rho)(1-q)} .$$
The root is 0.946, a reduction of about 5% at fixed $D$. The repulsion also changes $D$, by an amount that depends on how the hop rates respond to neighbours, and this can outweigh the reduction. If a neighbour behind the ion raises its hop rate by the factor $1/q$, $D$ grows by a factor of about 3.4 and the mean square rises overall by a factor of about 1.7. Moreover, lithium iron phosphate separates into lithium-rich and lithium-poor phases at room temperature, so its effective interaction is not a simple repulsion; an effective attraction raises $\chi$ instead of lowering it.

*Barrier and temperature.* The displacement law contains $\sqrt\Gamma$. With everything else fixed, a barrier lower by 0.05 eV multiplies the mean square by 2.6, and heating to 330 K multiplies it by 1.7. If the open segments are as long as 300 nm, the uncertain barrier moves the number most among the effects sized here at 100 µs. Closely spaced blocking defects can matter even more. The model also leaves out the attraction between a lithium vacancy and the electron hole on a nearby iron ion, which can slow the vacancy. Barriers up to about 0.55 eV have also been calculated for this material. At 0.50 eV the model gives only 0.008 nm$^2$; at 0.55 eV, $\Gamma t\approx0.6$, the late law is not yet reached, and the value is about 0.003 nm$^2$. So 0.40 nm$^2$ belongs to the assumed barrier, and for a real crystal it can be off by two orders of magnitude. The numerical output lists the values used.

## Table of computed values

```
free walk, Gamma t = 5: <|Y|> direct 2.490960, formula 2.490960 sites
<|Y|> / long-time form at Gamma t = 10000: 0.999994
12-site chain: rho = 0.3, Gamma t = 0.5
  <Q^2> direct 0.141471, formula 0.141471
  fixed start direct 0.109993, formula 0.109993
fixed-start fraction at Gamma t = 10000: 0.70711
largest change of Q on removing one particle: 1
tail test, eps = 0.2, level = 5: sampled 0.0000, bound 0.4398
rings: 120 sites, 4000 copies, Gamma t = 0.0417, 16, 64
rho = 0.4: early MSD / early law = 0.995
  late MSD = 13.022 sites^2, ratio to law = 0.962
  slope in sqrt(Gamma t): 1.702, law 1.693 sites^2
  relative square error of Q=rho X: 0.467 -> 0.318
rho = 0.6: early MSD / early law = 0.980
  late MSD = 5.909 sites^2, ratio to law = 0.982
  slope in sqrt(Gamma t): 0.748, law 0.752 sites^2
  relative square error of Q=rho X: 0.299 -> 0.211
rho = 0.9: early MSD / early law = 0.979
  late MSD = 1.000 sites^2, ratio to law = 0.997
  slope in sqrt(Gamma t): 0.126, law 0.125 sites^2
  relative square error of Q=rho X: 0.153 -> 0.095
example: spacing 0.3 nm, barrier 0.30 eV, attempts 1.0e+13 Hz
temperature 300 K, vacancy fraction 0.04, time 100 us
hop rate to each neighbour = 9.125e+07 1/s
D = 8.212e-08 cm2/s
Gamma t = 9124.8
sqrt(4 Gamma t/pi) = 107.79
(1-rho)/rho = 0.04167
tagged MSD = 0.4042 nm^2
tagged rms displacement = 0.636 nm
free-particle MSD = 1642.5 nm^2
free-particle rms displacement = 40.53 nm
fixed-start tagged MSD = 0.2858 nm^2
early and late laws meet at 3.79 ns
closed 300 nm segment / open line: 1.00000
same ratio at 10 ms: 0.4638
cross-channel barrier 0.65 eV: rate 120.4 1/s per exit
vacancy exchange probability, two exits: 0.0238
repulsion 0.03 eV: MSD factor at fixed D = 0.9458 (matrix 0.9458)
barrier lower by 0.05 eV: MSD factor 2.630
temperature 330 K: MSD factor 1.695
```
